# Electron transmission through one antiphase boundary in an alternating chain

## What goes wrong without the result

In a perfectly alternating chain …ABABAB…, every site differs from its neighbours, yet an electron in a Bloch state travels without reflection. It is tempting to carry this over to a chain whose order slips once, …BABA|ABAB…. No foreign atom is present, and all bonds may be equal. Assigning such a boundary perfect transmission is nevertheless wrong in general. For the parameters used below it reflects 23% of the incident current. If it is the only scatterer, a conductance calculated without it is too high.

The opposite error is to expect perfect transmission whenever the two site energies are made equal. That also requires the bond across the boundary to equal the other bonds. Both statements follow from matching Bloch waves at two sites.

## The model

There is one orbital per site, and $\psi_n$ is the amplitude on site $n$. Electrons are independent and scatter elastically. Energies are measured from the mean of the two site energies, so an A site has energy $+\Delta$ and a B site $-\Delta$. Neighbours are coupled by the matrix element $-t$, with $t>0$. The boundary lies between sites 0 and 1:

- for $n\le 0$, even sites are A and odd sites are B;
- for $n\ge 1$, odd sites are A and even sites are B.

Sites 0 and 1 are therefore both A. Their bond has the matrix element $-t_b$, with $t_b>0$, and $g=t_b/t$. A boundary between two B sites is obtained by replacing $\Delta$ with $-\Delta$.

Away from the boundary the stationary Schrödinger equation is

$$E\psi_n=\varepsilon_n\psi_n-t\psi_{n+1}-t\psi_{n-1}. \tag{1}$$

## Bloch waves of the ordered chain

On the left, try $\psi_n=u_ne^{i\kappa n}$ with $u_n=1$ on A and $u_n=\beta$ on B. Here $\kappa$ is the phase per site, and the phase per two-site cell is $\theta=2\kappa$. Equation (1) on an A site and on a B site gives

$$E-\Delta=-2t\beta\cos\kappa,\qquad (E+\Delta)\beta=-2t\cos\kappa. \tag{2}$$

Multiplying the two equations and cancelling $\beta$ gives the bands,

$$E^2=\Delta^2+4t^2\cos^2\kappa. \tag{3}$$

Dividing the first by the second gives $(E-\Delta)/[(E+\Delta)\beta]=\beta$, or

$$\beta^2=\frac{E-\Delta}{E+\Delta}. \tag{4}$$

Propagating waves exist for $\Delta^2<E^2<\Delta^2+4t^2$. There $\beta$ is real, and (2) gives the same $\beta$ for $\kappa$ and $-\kappa$. Replacing $\kappa$ by $\kappa+\pi$ and $\beta$ by $-\beta$ describes the same wave, so we may take $|\kappa|<\pi/2$ and $\cos\kappa>0$.

## Which wave moves to the right

The sign of $\kappa$ does not by itself fix the direction of travel. From $i\hbar\,\dot\psi_n=(H\psi)_n$,

$$\frac{d|\psi_n|^2}{dt'}=\frac{2}{\hbar}\,\mathrm{Im}\left[\psi_n^*(H\psi)_n\right],$$

where $t'$ is time. The site energy contributes a real number to the bracket and drops out. The hopping terms give

$$\frac{d|\psi_n|^2}{dt'}=J_{n-1}-J_n,\qquad J_n=\frac{2t}{\hbar}\,\mathrm{Im}(\psi_n^*\psi_{n+1}),$$

since $-\mathrm{Im}(\psi_n^*\psi_{n-1})=+\mathrm{Im}(\psi_{n-1}^*\psi_n)$. Thus $J_n$ is the probability current from site $n$ to site $n+1$.

For the Bloch wave, $\psi_n^*\psi_{n+1}=\beta e^{i\kappa}$ on both kinds of bond, so

$$J=\frac{2t}{\hbar}\beta\sin\kappa. \tag{5}$$

The mean density per site is $(1+\beta^2)/2=E/(E+\Delta)$. Dividing $J$ by it and using the second equation of (2) gives the velocity in sites per unit time,

$$v=\frac{2t\sin\kappa}{\hbar E}(E+\Delta)\beta=-\frac{4t^2\sin\kappa\cos\kappa}{\hbar E}=\frac{1}{\hbar}\frac{dE}{d\kappa}.$$

The last equality follows from differentiating (3): $2E\,dE/d\kappa=-8t^2\sin\kappa\cos\kappa$. A wave moving to the right has $\beta\sin\kappa>0$. In the lower band ($E<0$) this means $\kappa>0$, and in the upper band ($E>0$) it means $\kappa<0$.

## The scattering state

Let a wave of unit A amplitude arrive from the left. Then

$$\psi_n=u_n\left(e^{i\kappa n}+r\,e^{-i\kappa n}\right)\quad(n\le0),\qquad
\psi_n=\tau\,u'_n\,e^{i\kappa(n-1)}\quad(n\ge1).$$

Here $u_n=1$ for even $n$ and $\beta$ for odd $n$, while $u'_n=1$ for odd $n$ and $\beta$ for even $n$. The interchange of the two patterns is the antiphase boundary. At the boundary, $\psi_0=1+r$ and $\psi_1=\tau$.

These waves already satisfy the equations at all sites except 0 and 1. At site 0 the true equation is

$$(E-\Delta)\psi_0=-t\psi_{-1}-t_b\psi_1.$$

If the left-hand wave is continued one site further, to the value $\tilde\psi_1=\beta(e^{i\kappa}+re^{-i\kappa})$, it satisfies the bulk equation

$$(E-\Delta)\psi_0=-t\psi_{-1}-t\tilde\psi_1.$$

Subtraction leaves $t\tilde\psi_1=t_b\psi_1$:

$$\beta\left(e^{i\kappa}+r\,e^{-i\kappa}\right)=g\tau. \tag{6}$$

At site 1 the same argument is applied to the right-hand wave. Its continuation to site 0 is $\beta\tau e^{-i\kappa}$, while the true neighbour has amplitude $1+r$. Hence

$$\beta\tau e^{-i\kappa}=g(1+r). \tag{7}$$

## Solving for the amplitudes

Equation (7) gives $r=\beta\tau e^{-i\kappa}/g-1$. Inserting this in (6),

$$\beta\left(e^{i\kappa}-e^{-i\kappa}\right)+\frac{\beta^2\tau}{g}e^{-2i\kappa}=g\tau.$$

The first bracket is $2i\sin\kappa$. Multiplying by $g$ and collecting $\tau$,

$$\tau=\frac{2ig\beta\sin\kappa}{g^2-\beta^2e^{-2i\kappa}}. \tag{8}$$

Putting this back into $r$ over the common denominator gives the numerator

$$2i\beta^2\sin\kappa\,e^{-i\kappa}-g^2+\beta^2e^{-2i\kappa}.$$

Because $2i\sin\kappa\,e^{-i\kappa}=1-e^{-2i\kappa}$, the exponentials cancel:

$$r=\frac{\beta^2-g^2}{g^2-\beta^2e^{-2i\kappa}}. \tag{9}$$

The transmission $T$ is transmitted current divided by incident current. Waves on both sides have the same $\beta$, $\kappa$ and normalization on A, so (5) gives $T=|\tau|^2$ with no further velocity factor. The squared modulus of the denominator is

$$g^4+\beta^4-2g^2\beta^2\cos2\kappa=(g^2-\beta^2)^2+4g^2\beta^2\sin^2\kappa,$$

where $1-\cos2\kappa=2\sin^2\kappa$ was used. Therefore

$$T=\frac{4g^2\beta^2\sin^2\kappa}{(g^2-\beta^2)^2+4g^2\beta^2\sin^2\kappa}. \tag{10}$$

By (9), $|r|^2$ has the same denominator and the numerator $(g^2-\beta^2)^2$. Thus $|r|^2+|\tau|^2=1$, as current conservation requires.

## Equal bonds

Set $g=1$ and write (10) as

$$\frac1T=1+\frac{(1-\beta^2)^2}{4\beta^2\sin^2\kappa}.$$

From (4), $1-\beta^2=2\Delta/(E+\Delta)$, so

$$\frac{(1-\beta^2)^2}{\beta^2}=\frac{4\Delta^2}{(E+\Delta)^2}\,\frac{E+\Delta}{E-\Delta}=\frac{4\Delta^2}{E^2-\Delta^2}=\frac{\Delta^2}{t^2\cos^2\kappa},$$

where the last step uses (3). With $2\sin\kappa\cos\kappa=\sin\theta$,

$$\boxed{T=\frac{t^2\sin^2\theta}{t^2\sin^2\theta+\Delta^2}} \tag{11}$$

The formula contains $\Delta^2$, so at the same energy an A–A and a B–B boundary transmit equally when $g=1$.

To express $T$ through the energy, let $p=E^2-\Delta^2=4t^2\cos^2\kappa$. Then $4t^2\sin^2\kappa=4t^2-p$, and

$$t^2\sin^2\theta=\frac{p(4t^2-p)}{4t^2},\qquad \frac1T-1=\frac{4t^2\Delta^2}{p(4t^2-p)}. \tag{12}$$

The product $p(4t^2-p)$ is largest at $p=2t^2$. The best transmission in the band is therefore

$$T_{\max}=\frac{t^2}{t^2+\Delta^2}\quad\text{at}\quad E^2=\Delta^2+2t^2.$$

At both edges of a band $\sin\theta$, and with it the velocity, goes to zero, and so does $T$ for $\Delta\ne0$.

## Equal site energies

Set $\Delta=0$ and $g=1$. For $E\ne0$, (4) gives $\beta^2=1$. Equation (9) then gives $r=0$, and (8) gives

$$\tau=\frac{2i\beta\sin\kappa}{1-e^{-2i\kappa}}=\beta e^{i\kappa},\qquad T=1.$$

This $\tau$ is just the amplitude of the incident wave continued from site 0 to site 1. At $E=0$ the two-site description leaves $\beta$ undetermined, because both equations (2) read $0=0$. The chain is uniform, however, and its ordinary plane wave passes through there too. Transmission is thus perfect throughout the band $|E|<2t$.

The approach to this limit depends on what is held fixed. At fixed $E$ with $0<|E|<2t$, equation (12) gives to leading order

$$1-T\simeq\frac{\Delta^2}{E^2\left(1-E^2/4t^2\right)}. \tag{13}$$

The loss is quadratic in $\Delta$. If instead the energy follows the gap edge as $E=\sqrt2\,|\Delta|$, then $p=\Delta^2$ and

$$\frac1T-1=\frac{4t^2}{4t^2-\Delta^2}\to1,\qquad T\to\frac12.$$

A small site-energy difference is therefore harmless only when the electron energy is well outside a region of width comparable with $|\Delta|$ around the band centre, and away from the outer band edges.

## A changed boundary bond

With $\Delta=0$ but $g\ne1$, equation (10) becomes

$$T=\frac{4g^2\sin^2\kappa}{(1-g^2)^2+4g^2\sin^2\kappa}<1.$$

Equal site energies alone do not give perfect transmission. For $t=1$ eV, $t_b=0.8$ eV and $E=1.2$ eV, we have $\sin^2\kappa=1-0.36=0.64$ and $T=1.638/(0.130+1.638)=0.927$.

Conversely, unequal site energies can be compensated. Equation (9) vanishes when $\beta^2=g^2$, that is, when $E-\Delta=g^2(E+\Delta)$:

$$E_{\rm res}=\Delta\,\frac{1+g^2}{1-g^2}. \tag{14}$$

This energy must lie in a band. Since $E_{\rm res}^2-\Delta^2=4g^2\Delta^2/(1-g^2)^2$, the condition is $\Delta\ne0$ together with $g|\Delta|<t\,|1-g^2|$. For $\Delta=0.5$ eV and $g=0.7$ it reads $0.35<0.51$ (in eV), and (14) gives 1.461 eV. The numerical transmission there is 1.0000.

## Worked example

Take the round values $t=1$ eV, $\Delta=0.5$ eV, $t_b=t$ and $E=1.2$ eV, in the upper band, which extends from 0.500 to 2.062 eV. The site spacing is 0.25 nm. First,

$$p=1.2^2-0.5^2=1.19\ \text{eV}^2,\qquad \sin^2\theta=\frac{1.19\,(4-1.19)}{4}=0.836.$$

Equation (11) gives

$$T=\frac{0.836}{0.836+0.25}=0.770.$$

The amplitudes tell the same story. Here $\kappa=-0.994$, negative as required in the upper band, and $\beta=-0.642$. Equations (8) and (9) give $\tau=-0.269+0.835i$ and $r=-0.457-0.147i$, whose squared moduli are 0.770 and 0.230. The best energy in this band is 1.5 eV, where $T=0.8$.

An independent calculation used Green functions built from the site energies and bonds, without Bloch matching. It also gives 0.7698. Over twenty combinations of $E$ and $\Delta$, each with $t_b=0.7$, 0.9, 1.0 and 1.1 eV, the largest difference from (10) or (11) was $2.8\times10^{-6}$ in $T$.

Now reduce $\Delta$ at fixed $E=1.2$ eV:

| $\Delta$ (eV) | $T$ |
|---|---|
| 0.50 | 0.7698 |
| 0.25 | 0.9353 |
| 0.10 | 0.9892 |
| 0.05 | 0.9973 |
| 0 | 1.0000 |

At $\Delta=0.05$ eV the loss is 0.00271, in agreement with (13). For the same $\Delta$ but $E=\sqrt2\,\Delta$, the transmission is 0.4998, which shows the non-uniform limit.

For coherent transport at low temperature and small voltage between reflectionless contacts, one spin-degenerate channel has resistance $h/(2e^2T)$. If the boundary is the only scatterer between the contacts, it adds

$$\frac{h}{2e^2}\left(\frac1T-1\right)=12.906\ \text{k}\Omega\times\frac{0.25}{0.836}=3.86\ \text{k}\Omega.$$

## Beside a real interconnect

The parameters are rough values for the regime of an ordered intermetallic interconnect line, and do not represent a particular compound. The group velocity, $5.8\times10^5$ m/s, is of the size expected in a metal. The following changes are made one at a time.

- **Temperature.** Averaging over the thermal window at 380 K, where $k_BT=0.033$ eV, changes $T$ from 0.770 to 0.768.
- **Boundary bond.** Values of 0.9 and 1.1 eV give 0.855 and 0.687. The weaker bond helps here because it brings $g$ closer to $|\beta|=0.642$, the condition for zero reflection.
- **Boundary-site energies.** Charge rearrangement can shift them. Moving both by $-0.2$ or $+0.2$ eV gives 0.874 or 0.710.
- **Second-neighbour hopping.** Matrix elements of $+0.1$ or $-0.1$ eV give 0.839 or 0.663, with the Bloch phase held fixed.
- **Phonons.** For a rough mean free path of 10 nm, the chance of scattering within one spacing is 2.5%, so treating the boundary itself as elastic is reasonable. A line much longer than 10 nm is not coherent as a whole.

A real line is also three-dimensional. Consider a stack of alternating A and B layers, each a square lattice with the same in-plane hopping 1 eV and spacing 0.25 nm, stacked site above site, and a flat boundary parallel to the layers. (With unequal in-plane hoppings or staggered layers, the effective $\Delta$ or $t$ would depend on the transverse phases and the numbers below would change.) The transverse Bloch phases are conserved, so each pair of phases is a separate chain with its transverse energy subtracted from $E$. At $E=1.2$ eV, a fraction 0.475 of these chains is open, with mean transmission 0.660. Per cell of area $(0.25\ \text{nm})^2=6.25\times10^{-16}$ cm², the mean over all chains is $0.475\times0.660=0.314$, and the resistance times area added between reflectionless contacts is

$$12.906\ \text{k}\Omega\times6.25\times10^{-16}\ \text{cm}^2\left(\frac1{0.314}-\frac1{0.475}\right)\approx9\times10^{-12}\ \Omega\,\text{cm}^2.$$

Grain boundaries in copper span a wide range, from a few $10^{-13}\ \Omega\,\text{cm}^2$ for coherent twins to several $10^{-12}\ \Omega\,\text{cm}^2$ or more for random high-angle boundaries, so the model boundary is comparable to the more resistive ones. This is a property of the chosen parameters and not a prediction for an actual antiphase boundary. Several of the changes above move $T$ by about 0.1. Real intermetallics also have several orbitals per atom, which can open further channels and mix them at the boundary. The one-orbital model cannot size that effect; a calculation for the particular compound and boundary plane is needed. The complete numerical output follows.

## Numbers as computed

```
hopping t = 1.00 eV, delta = 0.50 eV
electron energy E = 1.20 eV from mean site energy
site spacing = 0.25 nm, temperature = 380 K
upper band from 0.500 to 2.062 eV
kappa = -0.9939 rad, theta = -1.9878 rad
beta = -0.6417, sin^2(theta) = 0.8360
group velocity = 5.788e+05 m/s
r = -0.4566 -0.1473 i
tau = -0.2694 +0.8350 i
T from matching = 0.7698, reflection = 0.2302
T from Green function = 0.7698
largest formula - Green difference = 2.8e-06
h/(2e^2) = 12.906 kohm
added resistance per channel = 3.860 kohm
best energy = 1.5000 eV, T there = 0.8000
delta (eV), T formula, T Green function at the same E:
  0.50  0.76979  0.76979
  0.25  0.93527  0.93527
  0.10  0.98923  0.98923
  0.05  0.99729  0.99729
  0.00  1.00000  1.00000
loss at delta 0.05 eV: 0.002707, small-delta law 0.002713
T at E = sqrt(2)*delta, delta 0.05 eV: 0.4998
T, equal sites but boundary bond 0.8 eV: 0.9267
boundary bond 0.7 eV: resonance at 1.4608 eV, T = 1.0000
Neglected effects:
  kT = 0.0327 eV, thermal mean T = 0.7683
  boundary bond 0.9 / 1.1 eV: T = 0.8553 / 0.6872
  boundary sites -0.2 / +0.2 eV: T = 0.8741 / 0.7095
  second hopping -0.1 / +0.1 eV: T = 0.8386 / 0.6635
  phonon free path (rough) = 10 nm
  phonon scattering chance in one spacing = 0.0247
  layers, in-plane hopping 1.0 eV: open fraction = 0.475
  layers: mean T per open channel = 0.660
  layers: added resistance x area = 8.75e-12 ohm cm2
```
